# Constant dopant concentrations at the interface between two diffusing layers: verification in Python

```python
"""
Result under test: two half-spaces with constant diffusivities D1 (x<0) and
D2 (x>0), uniform starting concentrations C10 and C20, and the equilibrium
condition C1 = m*C2 at the interface x=0 have constant contact values
    C2i = (sqrt(D1)*C10 + sqrt(D2)*C20) / (sqrt(D2) + m*sqrt(D1))
    C1i = m*C2i                                  for all t > 0.
The formulas are compared with a finite-volume solution of the conservation
law. Lengths are in nm, times in s, concentrations in cm^-3.
Also tested: finite transfer coefficient h, starting slope, finite layer.
The extrinsic model uses the flux -D d(C*p/ni)/dx for a charged acceptor,
where p is the hole density and ni the intrinsic carrier density.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import erfc, erfcx, erfcinv

# Rough typical inputs: boron, Si0.9Ge0.1 (layer 1) on Si (layer 2), 900 C
D1_cm, D2_cm = 4e-16, 1e-15           # cm^2/s
D1, D2 = D1_cm * 1e14, D2_cm * 1e14   # nm^2/s
m = 1.5
C10, C20 = 5e17, 5e16                 # cm^-3
t_end = 7200.0                        # s
temperature = 1173.0                  # K
ni = 4e18                             # cm^-3, taken equal in both layers
layer_nm = 80.0
jump_nm = 0.25
D_ge_cm = 1e-17                       # cm^2/s
eps_r = 12.0
times = np.array([1800.0, 3600.0, 7200.0])
dx = 0.5                              # nm


def contact_values(c1, c2):
    """Derived constant contact concentrations on sides 1 and 2."""
    side2 = (np.sqrt(D1) * c1 + np.sqrt(D2) * c2) \
        / (np.sqrt(D2) + m * np.sqrt(D1))
    return m * side2, side2


def simulate(c1, c2, left_nm=200.0, h=np.inf, slope=0.0, n_intr=np.inf):
    """Finite volumes; returns x, profiles, and both contact histories."""
    n_left, n_right = int(round(left_nm / dx)), int(round(300.0 / dx))
    n = n_left + n_right
    x = (np.arange(n) - n_left + 0.5) * dx
    start = np.where(x < 0, c1 + slope * x, c2)
    resistance = 1 / h + dx / (2 * D1) + m * dx / (2 * D2)

    def activity(c):
        r = c / (2 * n_intr)
        return c * (r + np.sqrt(1 + r * r))

    def rate(t, c):
        u = activity(c)
        flux = np.zeros(n + 1)
        flux[1:n_left] = D1 * (u[:n_left - 1] - u[1:n_left]) / dx
        flux[n_left] = (u[n_left - 1] - m * u[n_left]) / resistance
        flux[n_left + 1:n] = D2 * (u[n_left:-1] - u[n_left + 1:]) / dx
        return (flux[:-1] - flux[1:]) / dx

    sol = solve_ivp(rate, (0, t_end), start, method="LSODA", t_eval=times,
                    rtol=1e-8, atol=1e9, lband=1, uband=1)
    assert sol.success
    u = activity(sol.y)
    j = (u[n_left - 1] - m * u[n_left]) / resistance
    u1 = u[n_left - 1] - j * dx / (2 * D1)
    u2 = u[n_left] + j * dx / (2 * D2)
    # inverse of the activity relation
    return (x, sol.y, u1 / np.sqrt(1 + u1 / n_intr),
            u2 / np.sqrt(1 + u2 / n_intr))


# Laplace transform pairs by quadrature, with time = y^2
s, a, b = 0.7, 1.3, 0.8
num = quad(lambda y: 2 * y * np.exp(-s * y * y) * erfc(a / (2 * y)), 0, 12)[0]
assert abs(num - np.exp(-a * np.sqrt(s)) / s) < 1e-7
num = quad(lambda y: 2 * y * np.exp(-s * y * y) * (1 - erfcx(b * y)), 0, 12)[0]
assert abs(num - b / (s * (np.sqrt(s) + b))) < 1e-7

# Contact values, profiles and transferred dose
C1i, C2i = contact_values(C10, C20)
S = np.sqrt(D2) + m * np.sqrt(D1)
delta = C10 - m * C20
x, prof, fv1, fv2 = simulate(C10, C20)
assert np.allclose(fv1, C1i, rtol=5e-4) and np.allclose(fv2, C2i, rtol=5e-4)


def profile(pos, t):
    z = np.abs(pos)
    return np.where(pos < 0,
                    C10 - (C10 - C1i) * erfc(z / (2 * np.sqrt(D1 * t))),
                    C20 + (C2i - C20) * erfc(z / (2 * np.sqrt(D2 * t))))


profile_error = np.max(np.abs(prof[:, -1] - profile(x, t_end))) / C10
assert profile_error < 1e-3
dose = 2 * (C10 - C1i) * np.sqrt(D1 * t_end / np.pi) * 1e-7   # cm^-2
dose_fv = np.sum(C10 - prof[x < 0, -1]) * dx * 1e-7
assert abs(dose_fv / dose - 1) < 2e-3

# Equal starting concentrations: dopant must still flow into layer 1
c_equal = 2e17
up1, up2 = contact_values(c_equal, c_equal)
xu, pu, fu1, fu2 = simulate(c_equal, c_equal)
assert np.allclose(fu1, up1, rtol=5e-4) and np.allclose(fu2, up2, rtol=5e-4)
gain_equal = np.sum(pu[xu < 0, -1] - c_equal) * dx * 1e-7
assert gain_equal > 0

# Slow interface transfer: contact values must drift as predicted
kappa = 1 / np.sqrt(D1) + m / np.sqrt(D2)
h_slow = 0.002                        # nm/s
_, _, fs1, fs2 = simulate(C10, C20, h=h_slow)
growth = 1 - erfcx(h_slow * kappa * np.sqrt(times))
assert np.allclose(fs1, C10 - (C10 - C1i) * growth, rtol=1e-3)
assert np.allclose(fs2, C20 + (C2i - C20) * growth, rtol=1e-3)

# Starting slope in layer 1
slope = -5e15                         # cm^-3 per nm
_, _, _, fg2 = simulate(C10, C20, slope=slope)
slope_shift = -2 * D1 * slope / S * np.sqrt(times / np.pi)
assert np.allclose(fg2 - C2i, slope_shift, rtol=0.02)

# Thin layer 1 with sealed outer face (first reflected wave)
thin_nm = 25.0
_, _, _, ft2 = simulate(C10, C20, left_nm=thin_nm)
drop_fv = 1 - (ft2[-1] - C20) / (C2i - C20)
drop = 2 * np.sqrt(D2) / S * erfc(thin_nm / np.sqrt(D1 * t_end))
assert abs(drop_fv / drop - 1) < 0.02

# Neglected effects for the example
_, _, fe1, fe2 = simulate(C10, C20, n_intr=ni)
assert np.ptp(fe1) / fe1[-1] < 5e-4 and np.ptp(fe2) / fe2[-1] < 5e-4
r0 = C10 / (2 * ni)
hole_ratio = r0 + np.sqrt(1 + r0 * r0)
h_est = D1 / jump_nm
tau = 1 / (h_est * kappa) ** 2
lag = erfcx(np.sqrt(t_end / tau))
t_layer = layer_nm ** 2 / (D1 * erfcinv(0.01 * S / (2 * np.sqrt(D2))) ** 2)
gradient = (C10 - C1i) / np.sqrt(np.pi * D1 * t_end)
ge_nm = np.sqrt(D_ge_cm * 1e14 * t_end)
screen_nm = 1e9 * np.sqrt(eps_r * const.epsilon_0 * const.k * temperature
                          / (2 * const.e ** 2 * ni * 1e6))

print(f"D1 = {D1_cm:.1e} cm2/s, D2 = {D2_cm:.1e} cm2/s")
print(f"segregation ratio m = {m:.2f}")
print(f"C10 = {C10:.2e} cm^-3, C20 = {C20:.2e} cm^-3")
print(f"anneal time = {t_end:.0f} s, temperature = {temperature:.0f} K")
print(f"sqrt(D1) = {np.sqrt(D1_cm):.4e} cm/s^0.5")
print(f"sqrt(D2) = {np.sqrt(D2_cm):.4e} cm/s^0.5")
print(f"S = sqrt(D2)+m sqrt(D1) = {S * 1e-7:.4e} cm/s^0.5")
print(f"Delta = C10 - m C20 = {delta:.3e} cm^-3")
print(f"contact value C1i = {C1i:.4e} cm^-3 = {C1i * 1e6:.4e} m^-3")
print(f"contact value C2i = {C2i:.4e} cm^-3 = {C2i * 1e6:.4e} m^-3")
for t, q1, q2 in zip(times, fv1, fv2):
    print(f"numerical, t={t:.0f} s: C1i={q1:.4e}, C2i={q2:.4e} cm^-3")
print(f"sqrt(D1 t) = {np.sqrt(D1 * t_end):.2f} nm")
print(f"sqrt(D2 t) = {np.sqrt(D2 * t_end):.2f} nm")
for pos in (-40.0, -20.0, 20.0, 40.0):
    print(f"C at x={pos:.0f} nm, end: {float(profile(pos, t_end)):.3e} cm^-3")
print(f"largest profile error / C10 = {profile_error:.1e}")
print(f"transferred dose: formula {dose:.4e} cm^-2")
print(f"transferred dose: numerical {dose_fv:.4e} cm^-2")
print(f"equal start {c_equal:.1e}: C1i={up1:.3e}, C2i={up2:.3e} cm^-3")
print(f"equal start: dose gained by layer 1 = {gain_equal:.3e} cm^-2")
print(f"slow transfer test: h = {h_slow:.3f} nm/s")
for t, q1, q2 in zip(times, fs1, fs2):
    print(f"slow h, t={t:.0f} s: C1={q1:.3e}, C2={q2:.3e} cm^-3")
print(f"slope test: g = {slope:.1e} cm^-3/nm")
for t, q, f in zip(times, fg2 - C2i, slope_shift):
    print(f"C2i shift, t={t:.0f} s: num {q:.3e}, formula {f:.3e} cm^-3")
print(f"thin layer {thin_nm:.0f} nm: drop of C2i-C20, end of anneal:")
print(f"  numerical {100 * drop_fv:.3f} %, formula {100 * drop:.3f} %")
print(f"intrinsic density ni (rough) = {ni:.1e} cm^-3")
print(f"p/ni in layer 1 at start = {hole_ratio:.4f}")
for t, q1, q2 in zip(times, fe1, fe2):
    print(f"extrinsic, t={t:.0f} s: C1i={q1:.4e}, C2i={q2:.4e} cm^-3")
print(f"extrinsic change: C1i {100 * (fe1[-1] / C1i - 1):.2f} %, "
      f"C2i {100 * (fe2[-1] / C2i - 1):.2f} %")
print(f"jump distance = {jump_nm:.2f} nm, h estimate = {h_est:.3f} nm/s")
print(f"transfer relaxation time = {tau:.2f} s")
print(f"remaining transfer lag at end = {100 * lag:.2f} %")
print(f"alloy thickness = {layer_nm:.0f} nm")
print(f"time to 1 % drop of C2i-C20 = {t_layer:.3e} s")
print(f"dopant gradient, layer 1 side = {gradient:.3e} cm^-3/nm")
print(f"Ge diffusivity (rough) = {D_ge_cm:.1e} cm2/s")
print(f"Ge length = {ge_nm:.2f} nm, "
      f"C1i uncertainty {100 * gradient * ge_nm / C1i:.1f} %")
print(f"relative permittivity (rough) = {eps_r:.0f}")
print(f"screening length = {screen_nm:.2f} nm, "
      f"C1i uncertainty {100 * gradient * screen_nm / C1i:.1f} %")
print("success")
```

Running it gives:

```
D1 = 4.0e-16 cm2/s, D2 = 1.0e-15 cm2/s
segregation ratio m = 1.50
C10 = 5.00e+17 cm^-3, C20 = 5.00e+16 cm^-3
anneal time = 7200 s, temperature = 1173 K
sqrt(D1) = 2.0000e-08 cm/s^0.5
sqrt(D2) = 3.1623e-08 cm/s^0.5
S = sqrt(D2)+m sqrt(D1) = 6.1623e-08 cm/s^0.5
Delta = C10 - m C20 = 4.250e+17 cm^-3
contact value C1i = 2.8190e+17 cm^-3 = 2.8190e+23 m^-3
contact value C2i = 1.8794e+17 cm^-3 = 1.8794e+23 m^-3
numerical, t=1800 s: C1i=2.8190e+17, C2i=1.8794e+17 cm^-3
numerical, t=3600 s: C1i=2.8190e+17, C2i=1.8794e+17 cm^-3
numerical, t=7200 s: C1i=2.8190e+17, C2i=1.8794e+17 cm^-3
sqrt(D1 t) = 16.97 nm
sqrt(D2 t) = 26.83 nm
C at x=-40 nm, end: 4.792e+17 cm^-3
C at x=-20 nm, end: 4.117e+17 cm^-3
C at x=20 nm, end: 1.325e+17 cm^-3
C at x=40 nm, end: 9.026e+16 cm^-3
largest profile error / C10 = 9.1e-06
transferred dose: formula 4.1764e+11 cm^-2
transferred dose: numerical 4.1762e+11 cm^-2
equal start 2.0e+17: C1i=2.513e+17, C2i=1.675e+17 cm^-3
equal start: dose gained by layer 1 = 9.826e+10 cm^-2
slow transfer test: h = 0.002 nm/s
slow h, t=1800 s: C1=3.866e+17, C2=1.217e+17 cm^-3
slow h, t=3600 s: C1=3.660e+17, C2=1.348e+17 cm^-3
slow h, t=7200 s: C1=3.469e+17, C2=1.468e+17 cm^-3
slope test: g = -5.0e+15 cm^-3/nm
C2i shift, t=1800 s: num 1.554e+16, formula 1.554e+16 cm^-3
C2i shift, t=3600 s: num 2.197e+16, formula 2.197e+16 cm^-3
C2i shift, t=7200 s: num 3.108e+16, formula 3.107e+16 cm^-3
thin layer 25 nm: drop of C2i-C20, end of anneal:
  numerical 3.821 %, formula 3.820 %
intrinsic density ni (rough) = 4.0e+18 cm^-3
p/ni in layer 1 at start = 1.0645
extrinsic, t=1800 s: C1i=2.8315e+17, C2i=1.9095e+17 cm^-3
extrinsic, t=3600 s: C1i=2.8315e+17, C2i=1.9095e+17 cm^-3
extrinsic, t=7200 s: C1i=2.8315e+17, C2i=1.9095e+17 cm^-3
extrinsic change: C1i 0.44 %, C2i 1.60 %
jump distance = 0.25 nm, h estimate = 0.160 nm/s
transfer relaxation time = 0.41 s
remaining transfer lag at end = 0.43 %
alloy thickness = 80 nm
time to 1 % drop of C2i-C20 = 4.790e+04 s
dopant gradient, layer 1 side = 7.251e+15 cm^-3/nm
Ge diffusivity (rough) = 1.0e-17 cm2/s
Ge length = 2.68 nm, C1i uncertainty 6.9 %
relative permittivity (rough) = 12
screening length = 2.89 nm, C1i uncertainty 7.4 %
success
```
